How the ALD saturation dose grows as a deep hole closes

**Question**

I am coating a blind cylindrical hole by atomic layer deposition. It is 100 nm wide and 2 µm deep, the film grows by 0.1 nm per cycle, and I want 400 cycles. I set the precursor pulse on the fresh hole and planned to leave it alone.

Now I doubt this, because two arguments pull in opposite directions. As the hole closes, its wall area shrinks, so each cycle needs fewer molecules. But the hole also becomes harder to enter. Which effect wins, and by how much must the exposure (pressure times time) rise by the end? Does the precursor consumption of the whole run rise by the same factor? And what happens if I keep the first pulse?

**Answer**

The entry problem wins. To see by how much, find the dose that saturates a hole of given shape, then let the shape change.

**Geometry**

The wall grows inward from both sides, so after n cycles of growth g the width is

w = w₀ − 2ng.

After 400 cycles, w = 100 − 2 × 400 × 0.1 = 20 nm. The floor rises by 40 nm, but so does the outer surface around the mouth, so the depth L, measured from the outer surface, stays at 2000 nm. The aspect ratio a = L/w goes from 20 to 100. I treat the hole as a straight cylinder throughout, although the film also rounds the edge of the mouth. This assumes that every cycle saturates the whole hole.

**Assumptions about the gas**

Molecules collide with the walls, not with each other. A molecule that does not stick leaves in a random direction with the cosine distribution. It sticks with probability β(1 − θ), where θ is the local coverage, and does not desorb afterwards. There are K sites per unit area. The gas held in the hole is negligible beside the molecules adsorbed.

Let Φ be the flux striking unit area at the mouth. For a gas of density n and mean speed v̄ = √(8kT/πm), Φ = nv̄/4. With p = nkT this gives

Φ = p/√(2πmkT).

I call E = Φt the dose, in molecules per area. The exposure is then pt = E√(2πmkT), so at fixed temperature the two rise by the same factor.

**Diffusion along the hole**

Take a molecule leaving the wall at angle α to the hole axis and azimuth ψ from the inward normal. Seen along the axis, it crosses a chord of length w cos ψ, so it advances by w cos ψ cot α. The cosine law weights directions by (1/π) sin α cos ψ, and the solid angle is sin α dα dψ. The mean-square advance is therefore

⟨Δz²⟩ = (w²/π) ∫cos²α dα ∫cos³ψ dψ
= (w²/π)(π/2)(4/3) = 2w²/3,

with α from 0 to π and ψ from −π/2 to π/2.

Per unit length of hole, the wall receives (nv̄/4)πw hits per second, and the gas holds nπw²/4 molecules. Each molecule thus hits the wall v̄/w times per second. Successive advances are independent with zero mean, so

D = ½ (2w²/3)(v̄/w) = wv̄/3.

**The balance, integrated over time**

Let φ(z,t) = nv̄/4 be the local flux onto the wall at depth z. The flux down the hole, per cross-section, is

J = −D ∂n/∂z = −(wv̄/3)(4/v̄) ∂φ/∂z = −(4w/3) ∂φ/∂z.

A slice dz has wall area πw dz and cross-section πw²/4. Whatever J loses in the slice has been adsorbed:

∂J/∂z = −(4/w) K ∂θ/∂t.

Now integrate over the pulse, starting from a bare surface. Let N(z) be the time integral of φ, and Q(z) that of J. Then

Q = −(4w/3) N′ and Q′ = −4Kθ/w,

and eliminating Q gives

N″ = 3Kθ/w².

The coverage follows from N as well. Since K ∂θ/∂t = β(1 − θ)φ,

θ = 1 − exp(−βN/K).

No sharp boundary between coated and bare wall has been assumed.

**The two ends**

At the floor, the integrated flux must supply the floor's own sites. When the floor is full, Q(L) = K, so

N′(L) = −3K/(4w).

At the mouth, the inward and outward one-way fluxes differ by J, and their average is φ. The inward one is Φ, so Φ = φ(0) + J(0)/2. Integrated over time,

E = N(0) + Q(0)/2.

Here Q(0) is the total uptake divided by the mouth area. The wall has area πwL, which is 4a times the mouth area, and the floor adds one more. For a full surface, Q(0) = K(1 + 4a).

**The saturation dose**

Call the hole saturated when its least covered point has coverage θₛ = 0.95. All other coverages then lie between 0.95 and 1, so I put θ = 1 in the uptake. Within the diffusion model this overestimates the geometric part of the dose by about 5% at most.

Integrating N″ = 3K/w² upward from the floor, with y = L − z,

N = N(L) + (3K/4w) y + (3K/2w²) y².

At the mouth y = L, so

N(0) = N(L) + K(¾a + (3/2)a²).

Adding half of Q(0), which is K(½ + 2a), gives

E = N(L) + K[(3/2)a² + (11/4)a + ½].

N is smallest at the bottom, so that is where θₛ is reached last. Solving θₛ = 1 − exp(−βN(L)/K) for N(L) gives

E/K = (3/2)a² + (11/4)a + ½ + (1/β) ln[1/(1 − θₛ)].

The first three terms are the price of transport. The last is the price of slow reaction. With θ = 1 in the uptake, it does not depend on the shape.

**The factor for one cycle**

When the a² term dominates at both widths,

E(after)/E(before) = (100/20)² = 25.

This settles your two arguments. At fixed depth the number of sites falls in proportion to w, which is your fivefold saving. The ability of the hole to pass gas is its cross-section times D, divided by L, and falls as w³. The time needed goes as w/w³ = 1/w².

The 25 compares the cycle that follows the 400th with the first. The 400th itself starts at a width of 20.2 nm and an aspect ratio of 99.0.

In your hole the linear term matters a little. For β = 1 the last term is ln 20 = 3.0, and the formula gives 658 for E/K at a = 20 and 15,278 at a = 100, a ratio of 23.2. The linear term is a larger share of the dose in the fresh, wider hole, which pulls the ratio below 25.

**Is diffusion good enough here?**

Diffusion theory treats flights as short compared with the hole. To avoid that, divide the surface into rings plus the floor. Let Fᵢⱼ be the fraction of molecules leaving element i that land next on j, and mᵢ the fraction that leave through the mouth. By reciprocity of the view factors, the time-integrated flux onto element i is

Nᵢ = mᵢE + Σⱼ Fᵢⱼ(Nⱼ − Kθⱼ).

The bracket is what arrived at j minus what stayed there. Every molecule leaving i goes somewhere, so mᵢ = 1 − Σⱼ Fᵢⱼ. Substituting this and solving for N,

Nᵢ = E − K Σⱼ Gᵢⱼθⱼ, with G = (1 − F)⁻¹F = F + F² + F³ + …

The series shows what G means: Gᵢⱼ is the mean number of later hits on j by a molecule that leaves i in a non-reacting hole. For a full surface, the geometric part of E/K is thus the mean number of wall hits before escape, from the starting point where that number is largest.

Following 20,000 random molecules from the floor of a hole of aspect ratio 5 gave 57.0 hits, against 56.6 from the matrix. For your hole the largest number is 688 at a = 20, where the diffusion formula gives 655.5, and 15,490 at a = 100, where it gives 15,276. The formula is therefore about 5% below the ballistic value in the fresh hole and 1 to 2% below it in the narrowed one.

With β = 1 and 95% coverage, the ballistic doses are 688 K and 15,475 K, a ratio of 22.5. For a hole twice as deep, closing from aspect ratio 40 to 200, the ratio is 23.6, nearer to 25 as expected. The ballistic values for your hole use rings a tenth of a width high. Using half as many rings in the fresh hole lowers its dose by 0.7%. In the limit of fine rings the ballistic doses and hit counts lie up to about 0.25% higher than quoted (690 K and about 15,510 K for β = 1), while the ratios stay the same to the digits shown.

The ballistic picture also shows that the last place to fill is the wall near the floor, not the floor. At a = 100, a molecule starting from the worst place on the wall makes 2.4 more hits than one starting from the floor. The floor looks straight up the hole. Of the molecules leaving it, a fraction of about (w/2s)² fly farther than a large distance s, so their mean-square flight grows logarithmically with depth, while that from the wall stays near 2w²/3. Longer first flights mean fewer hits before escape. Equivalently, the floor receives more molecules from far up the hole, mostly re-emitted by the wall there, where the flux is higher.

**Slow reaction reduces the factor**

The sticking probability of a real precursor can be far below 1. Take β = 0.01. The reaction term is then 3.0/0.01 ≈ 300, and the formula gives

a = 20: 600 + 55 + 0.5 + 300 ≈ 955
a = 100: 15,000 + 275 + 0.5 + 300 ≈ 15,575

The ratio is 16.3; the ballistic calculation gives 969 and 15,674, a ratio of 16.2. For β = 0.001 the ratio falls to 5.0. In the opposite limit, β → 0, the reaction term dominates at both widths and the ratio tends to 1: the pulse is set by chemistry, and the shape hardly matters.

The dividing line is where the reaction term equals (3/2)a². For 95% coverage this is β ≈ 3/600 = 0.005 in the fresh hole and 3/15,000 = 0.0002 in the narrowed one. The factor 25 needs β well above the larger of these.

I also followed the coverage step by step through the pulse in the fresh hole, without integrating the balance over time first. On the same 100 rings, both routes gave 683.1 K for β = 1 and 963.7 K for β = 0.01.

**The whole run**

If each pulse is matched to the current width, the total rises much less than the last pulse does. In the a² limit, the average of (w₀/w)² over a linear closure from w₀ to w₁ is

[1/(w₀ − w₁)] ∫ (w₀²/w²) dw = [w₀²/(w₀ − w₁)] (1/w₁ − 1/w₀) = w₀/w₁,

with w running from w₁ to w₀. This is 5 for your hole. Summing the a² term over the 400 cycles one by one gives 4.97 times its value for 400 unchanged first pulses. With β = 0.01 and all terms of the formula, the factor is 3.55. Most of the increase comes late, when the hole is narrow.

These are factors in exposure. If the precursor flows at a constant rate during the pulse, its consumption follows them. The number of molecules actually adsorbed in the hole falls.

**If you keep the first pulse**

Suppose the hole has already been narrowed uniformly to 20 nm and then receives the dose that was enough for the fresh one. In the diffusion limit, the wall fills down to a depth x and is bare below. At x both N and N′ are nearly zero, so integrating N″ = 3K/w² up to the mouth gives, to leading order,

E ≈ (3/2)K(x/w)².

The same E filled the depth L at width w₀, so x/w = L/w₀ and

x = Lw/w₀ = 2000 × 20/100 = 400 nm.

Following the coverage in time, with β = 1 and the first-cycle dose of 688 K, puts the half-covered point at 398 nm. With β = 0.01 and its larger first-cycle dose of 969 K, it lies at 439 nm. Both come from rings a quarter of a width high; finer rings move them about 4 nm towards the mouth, to about 395 and 435 nm.

The edge of the coating is not sharp in the second case. On bare wall the adsorbed flux is βφ, so the balance becomes φ″ = 3βφ/w², and in the diffusion model φ decays over a length w/√(3β) = 20/0.173 ≈ 115 nm. In ballistic transport, long flights make the far tail fall somewhat more slowly, over roughly 135 nm. Because the edge is so broad, 95% coverage is reached only down to about 230 nm in this case.

In a real run with a fixed pulse, the lower part would stop receiving full cycles well before the 400th. The growth would no longer be uniform, and the hole would not arrive at the shape assumed here. The 400 nm describes one pulse in a given geometry, not the final film profile.

**Numbers for an alumina-like process**

Take rough values typical of alumina grown from trimethylaluminium: 500 K, film density 3 g/cm³, and precursor pressure 0.1 Torr at the mouth. For the sticking probability I keep β = 0.01 as an illustration only; published estimates for this precursor scatter widely, and several lie nearer 10⁻³. A growth of 0.1 nm per cycle, with one precursor molecule per aluminium atom, needs K = 3.54 molecules per nm². The flux at the mouth is 1.85 × 10⁵ per nm² per second. The pulses are

fresh hole: 969 × 3.54/(1.85 × 10⁵) s ≈ 19 ms
narrowed hole: 15,674 × 3.54/(1.85 × 10⁵) s ≈ 300 ms

As exposures these are about 1.9 × 10⁻³ and 3.0 × 10⁻² Torr s. They assume a straight cylinder and a constant pressure at the mouth. Filling the chamber takes extra time, and a dense array of holes can deplete the gas above it.

The sticking probability is the weakest input. Real surface reactions need not follow β(1 − θ) with one constant β, and a slow final stage raises the dose needed for 95% coverage. A tenfold reduction of β, to 0.001, moves the ratio from 16 to 5 and raises both doses: the fresh hole then needs 3653 K instead of 969 K. The oxidant pulse has its own K and β and must be sized separately.

The other neglected effects are smaller for these numbers:

- Rounded mouth. A uniform film turns a sharp edge into a funnel 40 nm high, so only 1960 nm of the narrowed hole is straight. If the funnel offered no resistance, the a² term would fall by the factor (1960/2000)² = 0.96. The straight cylinder therefore overestimates the last dose, and with it the ratio, by a few per cent.
- Molecular size. The centre of a molecule of diameter d, roughly 0.6 nm, moves in a tube of width w − d. The gas passage then falls as (w − d)³ while the sites still go as w, so the diffusive dose is multiplied by [w/(w − d)]³. This is 1.02 in the fresh hole and 1.10 in the narrowed one, which raises the diffusion-limited ratio by about 8%.
- Gas collisions. In 1 Torr of carrier gas, with the same collision diameter, the mean free path is a few tens of micrometres, far more than the width of the hole.
- Stored gas. In the fresh hole it amounts to about 10⁻⁵ of the wall sites, which justifies neglecting it in the balance.
- Wall curvature. A layer grown on the inside of a narrow cylinder needs slightly less material per wall area, by 0.5% at 20 nm.

**What to do with the pulse**

Either size it for the last cycle from the start, or lengthen it as the hole closes, using the formula with the current a and adding about 6%, because the formula lies up to about 5% below the ballistic dose here. When β is large, a pulse without this margin would leave the bottom of the hole short of the 95% target. The first choice is simple. For β = 0.01 it is also wasteful, since most cycles need far less. Either way you need an estimate of β. One way to get it, if this model describes your process, is to measure the saturation dose in holes of two different aspect ratios: the a-dependent terms give K, and what remains gives the reaction term. The estimate worsens as the reaction term's share of the dose in the shallower hole falls: at a share near 15%, β comes out some 10 to 30% too low. It fails when the share is only a few per cent, because the formula's own error then hides the reaction term. The reaction term then matters little in holes of that aspect ratio or more, but it can still matter in a shallower one. So choose the shallower test hole with an aspect ratio no larger than that of your fresh hole. The numerical output below lists the values used here.

Calculated quantities

```
Width before / after: 100 / 20 nm
Depth before / after: 2000 / 2000 nm
Growth per cycle: 0.1 nm; cycles: 400
Aspect ratio before / after: 20 / 100
Temperature: 500 K
Precursor pressure: 0.1 Torr
Film density (rough): 3.0 g/cm3
Precursor mass: 72.09 u
Sticking (rough): 0.01; least coverage: 0.95
Sites per area K: 3.54 per nm2
Impingement flux at mouth: 1.850e+05 per nm2 s
Mean-square axial flight: 0.6667 width^2
Hits, aspect 5, Monte Carlo / matrix: 57.0 / 56.6
Largest hits, aspect 20, formula / ballistic: 655.5 / 688.4
Largest hits, aspect 100, formula / ballistic: 15276 / 15490
Wall minus floor hits, aspect 100: 2.41
Sticking 1.0: ballistic dose/K 688.2 -> 15475, ratio 22.49
   closed formula 658.5 -> 15278, ratio 23.20
Sticking 0.01: ballistic dose/K 968.8 -> 15674, ratio 16.18
   closed formula 955.1 -> 15575, ratio 16.31
Sticking 0.001: ballistic dose/K 3652.9 -> 18177, ratio 4.98
   closed formula 3651.2 -> 18271, ratio 5.00
Leading diffusion-limited ratio: 25.0
Ratio for a hole twice as deep, sticking 1: 23.60
Sticking 1.0: dose/K marched / balance: 683.1 / 683.1
Sticking 0.01: dose/K marched / balance: 963.7 / 963.7
Summed-dose ratio, leading term: 4.97
Summed-dose ratio, sticking 0.01: 3.55
Aspect ratio seen by cycle 400: 99.0
Exposure, fresh hole: 1.86e-03 Torr s
Exposure, narrowed hole: 3.00e-02 Torr s
Pulse, fresh hole: 18.6 ms
Pulse, narrowed hole: 300 ms
Unchanged dose, depth rule: 400 nm
Half-coverage depth, sticking 1: 398 nm
Half-coverage depth, sticking 0.01: 439 nm
Molecular diameter (rough): 0.6 nm
Size factor on diffusive dose: 1.018 -> 1.096
Mean free path at 1.0 Torr: 32 um
Gas stored / wall sites, fresh hole: 1.4e-05
Curvature correction to K, narrow hole: 0.5 %
```
